# Newton Iteration in Logarithmic Monomer Concentration for Dopant-Cluster Equilibrium

## Two iterations for one root

A model of boron-implanted silicon contains $2\times10^{20}$ boron atoms per cm³, shared among single substitutional atoms and clusters of 2 to 60 atoms. Newton's method is started with the monomer concentration equal to the total. Applied to the conservation equation in the concentration itself, it takes 142 steps. Applied to the logarithm of the same equation, with the logarithm of the concentration as unknown, it takes 7. Both reach $1.06\times10^{19}\ \text{cm}^{-3}$. The difference follows from the structure of the equation, which also shows that there is no other positive root to find.

## The conservation equation

Species $s$ contains $n_s\ge1$ dopants and $m_s\ge0$ self-interstitials and has concentration $C_s$. The monomer, with concentration $C_1$, has $n=1$, $m=0$. The site density is $N$. The interstitial activity $a=C_I/C_I^*$ is the free interstitial concentration divided by its equilibrium value. Temperature, activity and Fermi level are held fixed.

Let $E_s$ be the effective free energy released when $s$ forms from $n_s$ monomers and $m_s$ interstitials at $a=1$. It includes the orientational entropy, and $E=0$ for the monomer. An interstitial from the reservoir brings chemical potential $kT\ln a$. For an ideal dilute mixture the free energy per volume, with the reservoir's share subtracted, is

$$\frac{f}{kT}=\sum_s C_s\left[\ln\frac{C_s}{N}-1-\frac{E_s}{kT}-m_s\ln a\right].$$

It is minimized at fixed $C_T=\sum_s n_sC_s$. Since $\partial[C(\ln(C/N)-1)]/\partial C=\ln(C/N)$, a multiplier $\lambda$ gives

$$\ln\frac{C_s}{N}-\frac{E_s}{kT}-m_s\ln a=\lambda n_s .$$

For the monomer this reads $\lambda=\ln(C_1/N)\equiv u$. Hence

$$C_s=N\left(\frac{C_1}{N}\right)^{n_s}a^{m_s}e^{E_s/kT},\qquad \sum_s n_sC_s=C_T. \tag{1}$$

The stationary point is the minimum, because $f/kT$ has second derivatives $1/C_s>0$ and the constraint is linear. Direct minimization for sizes 1 to 4, with the example's parameters, gave the monomer concentration of (1) to within a relative $10^{-4}$.

## Exactly one positive root

Take a finite list of $S$ species with largest size $n_{\max}$, containing the monomer and at least one larger cluster. Define

$$b_s=\ln n_s+\frac{E_s}{kT}+m_s\ln a,\qquad G(u)=\ln\sum_s e^{b_s+n_su}-\ln\frac{C_T}{N}.$$

Each exponential is $n_sC_s/N$, so (1) is equivalent to $G(u)=0$. With weights $w_s=n_sC_s/\sum_r n_rC_r$, the fractions of dopant held in each species,

$$G'(u)=\frac{\sum_s n_se^{b_s+n_su}}{\sum_s e^{b_s+n_su}}=\langle n\rangle,\qquad G''(u)=\langle n^2\rangle-\langle n\rangle^2 .$$

The second result follows from $dw_s/du=w_s(n_s-\langle n\rangle)$. An average of sizes lies between the smallest and the largest, so $1\le G'\le n_{\max}$. A function with slope at least 1 runs from $-\infty$ to $+\infty$ and crosses zero once. Since $C_1=Ne^u$ maps the real line onto the positive concentrations, (1) has exactly one positive root for every $C_T>0$.

The proof needs positive coefficients, which equilibrium constants supply. A polynomial with mixed signs, such as $(x-1)(x-2)(x-3)$, can have three positive roots. The proof also needs a finite list; the infinite case is treated below.

Because $G''$ is a variance, $G$ is convex, and strictly so because two different sizes are present. This controls the iteration.

## Bracket and iteration

No single term of (1) can exceed the total, and the largest of $S$ terms must be at least $C_T/S$. These two facts give

$$u_{\rm hi}=\min_s\frac{\ln(C_T/N)-b_s}{n_s},\qquad u_{\rm lo}=\min_s\frac{\ln(C_T/N)-\ln S-b_s}{n_s}.$$

At $u_{\rm hi}$ one term equals $C_T/N$ and none is larger, so $0<G(u_{\rm hi})\le\ln S$. At $u_{\rm lo}$ every term is at most $C_T/(NS)$, so $G(u_{\rm lo})\le0$. Since $\ln S/n_s\le\ln S$, the bracket is no wider than $\ln S$.

The algorithm is:

1. Start at $u_{\rm hi}$, or at an earlier solution clipped into the bracket.
2. Evaluate $G$ and $G'$. Subtract the largest exponent before exponentiating and add it back after the logarithm, which prevents overflow.
3. Stop if $|G|\le\tau$. Otherwise replace the upper bracket end by $u$ if $G>0$, the lower end if $G<0$.
4. Form $u_+=u-G/G'$. If it is not strictly inside the bracket, use the midpoint instead. Return to 2.

A convex function lies above its tangents, so at the root $u_*$

$$0=G(u_*)\ge G(u)+G'(u)(u_*-u)\quad\Longrightarrow\quad u_*\le u-\frac{G(u)}{G'(u)}=u_+ .$$

A Newton point therefore never falls to the left of the root. If $G(u)>0$, then also $u_+<u$. Started at $u_{\rm hi}$, the iterates decrease monotonically towards $u_*$ and, in exact arithmetic, the midpoint rule is never used.

A start on the left can overshoot. Take $e^u+e^{50+100u}=1$, with sizes 1 and 100. Here $u_{\rm lo}=-\ln2$, where the second term is about $4\times10^{-9}$. The tangent sees only the monomer and points to $u\approx0$, beyond $u_{\rm hi}=-0.5$. The algorithm made four bisections before accepting a Newton step. Their number is finite in general: if midpoints kept falling left of the root, they would approach the upper end, which lies strictly to its right. Once an iterate is on the right, the monotone argument applies. By convexity the bare Newton step would also recover from the overshoot in exact arithmetic. The safeguard keeps every trial inside a range known to contain the root, and it protects against rounding.

## Error analysis

**A guaranteed step count.** Let $u>u_*$. The tangent at $u_+$, evaluated at $u$, gives

$$G(u)\ge G(u_+)+G'(u_+)(u-u_+),\qquad u-u_+=\frac{G(u)}{G'(u)}.$$

Division by $G(u)>0$ yields

$$\frac{G(u_+)}{G(u)}+\frac{G'(u_+)}{G'(u)}\le1 .$$

Two non-negative numbers whose sum is at most 1 have a product of at most $1/4$. The product $GG'$ thus falls at least fourfold per step. At $u_{\rm hi}$ it is at most $n_{\max}\ln S$, and $G'\ge1$, so

$$G(u_k)\le G(u_k)\,G'(u_k)\le4^{-k}\,n_{\max}\ln S. \tag{2}$$

For $S=n_{\max}=60$ and $\tau=10^{-12}$, the requirement is $k\ge\log_4(60\times4.094/10^{-12})=23.9$, hence at most 24 steps.

**The stopping rule.** By the mean value theorem $G(u)=G'(\xi)(u-u_*)$ with $G'(\xi)\ge1$, so $|u-u_*|\le|G(u)|$. An error in $u$ is, when small, the relative error in $C_1$. The residual therefore bounds the relative error of the answer.

**The final phase.** Write $e=u-u_*$ and expand about $u$, with $\xi$ between $u$ and $u_*$:

$$0=G(u)-G'(u)e+\tfrac12G''(\xi)e^2 .$$

Dividing by $G'(u)$ gives $G/G'=e-G''(\xi)e^2/(2G'(u))$, and since $e_+=e-G/G'$,

$$e_+=\frac{G''(\xi)}{2G'(u)}e^2\le\frac{(n_{\max}-1)^2}{8}e^2. \tag{3}$$

The bound uses $G'\ge1$ and the fact that a variance cannot exceed the mean square distance from the midpoint of the range, which is at most $(n_{\max}-1)^2/4$.

**Rounding.** An error $\delta_s$ in each exponent changes $G$ by $\sum_sw_s\delta_s$. The exponents are differences of numbers of size $n_s|u|$, so in double precision $\delta G\sim10^{-16}\langle n\rangle|u|$. For the example, $\langle n\rangle=3.18$ and $u=-8.46$ give about $3\times10^{-15}$. A tolerance below this level could not be met reliably.

The bracket, the step count, the fourfold fall of $GG'$ and the bound in (3) were tested on 200 random families with up to 79 sizes, whose $b_s$ scattered with a standard deviation of 20. The roots agreed with those of an independent bracketing solver to $10^{-10}$ in $u$. No run from $u_{\rm hi}$ took more than 5 steps, and the largest ratio of successive $GG'$ was 0.128. The bound (2) is safe rather than sharp for such families.

## Why the raw iteration is slow

Let $F(C_1)=\sum_sn_sC_s$. Then $C_1F'=\langle n\rangle F$, and Newton's method for $F-C_T=0$ reads

$$C_1^+=C_1-\frac{F-C_T}{F'}=C_1\left[1-\frac{1}{\langle n\rangle}\left(1-\frac{C_T}{F}\right)\right].$$

Far to the right, $F\gg C_T$ and $\langle n\rangle$ is close to 60. Each step then lowers $C_1$ by only one part in 60, or $\ln C_1$ by 0.0168. In the example, clusters of more than 30 atoms hold most of the dopant down to about $2.17\times10^{19}\ \text{cm}^{-3}$, the concentration below which, as the next section shows, the terms decay with size. Reaching that value from $2\times10^{20}\ \text{cm}^{-3}$ needs about $\ln(9.22)/0.0168\approx132$ steps, which accounts for most of the 142. The iteration itself takes 130 to get there, because $\langle n\rangle$ has fallen to about 41 at that value and the last steps are longer. In logarithmic variables a single dominant power is a straight line, and one Newton step crosses the whole region.

## Worked example

The parameters are $N=5\times10^{22}\ \text{cm}^{-3}$, $C_T=2\times10^{20}\ \text{cm}^{-3}$, $T=1173$ K (900 °C), $kT=0.1011$ eV and $a=100$. A cluster of $n$ dopants holds $m=\lfloor n/2\rfloor$ interstitials, and each added dopant releases 0.55 eV, so $E_n=(n-1)\times0.55$ eV.

With $C_s^0=Ne^{-0.55\,\text{eV}/kT}=2.169\times10^{20}\ \text{cm}^{-3}$, equation (1) becomes $C_n=C_s^0(C_1/C_s^0)^na^m$. The dimer sets the upper bracket end through $2C_2=C_T$:

$$C_1=\sqrt{\frac{C_TC_s^0}{2a}}=1.473\times10^{19}\ \text{cm}^{-3}.$$

There $G=1.34$ and $G'=5.387$. The first step multiplies $C_1$ by $e^{-1.34/5.387}=0.780$, giving $1.149\times10^{19}\ \text{cm}^{-3}$. The following residuals are 0.276, 0.0126, $2.7\times10^{-5}$, $1.2\times10^{-10}$ and $-1.8\times10^{-15}$, the last at the rounding level. At the root the size variance is 3.381, so the coefficient in (3) tends to $3.381/(2\times3.178)=0.532$. The error after two steps, $3.96\times10^{-3}$, predicts $8.35\times10^{-6}$ after three; the trace gives $8.4\times10^{-6}$.

The result is

$$C_1=1.06\times10^{19}\ \text{cm}^{-3}=1.06\times10^{25}\ \text{m}^{-3},$$

or 5.3 % of the boron. Dimers hold 51.6 % and tetramers 24.5 %, while trimers hold 3.8 %. This alternation comes from the rule for $m$: an even cluster gains one more factor $a=100$ than the odd cluster just below it.

**An independent root.** Put $z=a(C_1/C_s^0)^2$. Then $C_{2j+1}=C_1z^j$ and $C_{2j}=C_s^0z^j$. For an unlimited ladder with $z<1$, the sums $\sum_j(2j+1)z^j=(1+z)/(1-z)^2$ and $\sum_j2jz^j=2z/(1-z)^2$ give

$$C_T(1-z)^2=C_1(1+z)+2C_s^0z. \tag{4}$$

With $C_1=C_s^0\sqrt{z/a}$ this is a quartic in $\sqrt z$. It has one root with $0<z<1$, because the summed dopant content rises from 0 to $\infty$ over that interval. The quartic gives the same $1.05744\times10^{19}\ \text{cm}^{-3}$, with $z=0.238$; the cutoff at 60 is immaterial because $z^{30}\sim10^{-19}$. At $z=1$, where $C_1=C_s^0/\sqrt a=2.17\times10^{19}\ \text{cm}^{-3}$, the terms stop decaying. This is the concentration used above to count raw Newton steps.

**Two limits.** As $C_T\to0$, the higher powers of $C_1$ vanish faster than the first, so $C_1\to C_T$ and $G'\to1$. At large $a$ the term $C_1(1+z)$ in (4), which comes from the odd sizes, drops out, leaving $C_T(1-z)^2=2C_s^0z$. Then $z$ no longer depends on $a$, and $C_1\propto a^{-1/2}$. The solution is $z=0.256$, which predicts $3.47\times10^{18}\ \text{cm}^{-3}$ at $a=1000$; the full solution is $3.43\times10^{18}$. At $a=1$, with all else fixed, $C_1=7.98\times10^{19}\ \text{cm}^{-3}$, or 39.9 % of the boron.

**Sensitivity to inputs.** Differentiating (1) at fixed $C_T$ gives $\sum_sn_sC_s(n_s\,du+m_s\,d\ln a)=0$, hence

$$\frac{d\ln C_1}{d\ln a}=-\frac{\sum_s n_sm_sC_s}{\sum_s n_s^2C_s}=-0.482,$$

near the limiting $-1/2$. At fixed $a$, $d\ln C_1=d\ln C_T/\langle n\rangle$, so a 10 % error in total boron moves $C_1$ by about 3 %. Changing the energy per added dopant by $\delta$ adds $(n-1)\delta/kT$ to each exponent and shifts $u$ by $-(1-1/\langle n\rangle)\delta/kT$ to first order. For $\delta=\pm0.05$ eV this is $\mp0.34$. Full solutions give $7.4\times10^{18}$ and $1.47\times10^{19}\ \text{cm}^{-3}$ for the higher and lower energy. Uncertain inputs such as these energies, not the root finder, limit the accuracy.

## When the list of sizes is infinite

An infinite list may have no root. Consider clusters with a surface energy,

$$C_n=C_{\rm sat}\left(\frac{C_1}{C_{\rm sat}}\right)^n e^{-3(n^{2/3}-1)} .$$

At $C_1=C_{\rm sat}$ the dopant sum converges to $1.528\,C_{\rm sat}$. For any larger $C_1$ it diverges, since $n\ln(C_1/C_{\rm sat})$ outgrows $3n^{2/3}$. A total above $1.528\,C_{\rm sat}$ cannot be accommodated.

A truncated list still has its unique root, but that root depends on the cutoff. For a total of five times the capacity, cutoffs of 100, 1000 and 10 000 give $C_1/C_{\rm sat}=1.7494$, 1.3355 and 1.1478. The limit is 1: at $C_{\rm sat}$ the sum stays below the total, while at any fixed higher value it eventually exceeds it. When the largest cluster takes the excess, the leading balance is $n_{\max}\ln(C_1/C_{\rm sat})\approx3n_{\max}^{2/3}$. It gives 1.149 for the largest cutoff. Clusters above half that cutoff then hold 75 % of the dopant. This signals precipitation, which needs a separate phase in the model. At half the capacity, by contrast, all three cutoffs give $C_1/C_{\rm sat}=0.605$. Agreement between cutoffs does not by itself prove that the total fits. At 1.2 times the capacity the same three cutoffs all give $C_1/C_{\rm sat}=1.121$, a supersaturated solution in which large clusters are still negligible; the dependence first appears at a cutoff slightly below 18 000, close to the size where $n\ln(C_1/C_{\rm sat})$ overtakes $3n^{2/3}$. Closer to capacity it appears later still. The reliable test is to compare the total with the capacity of the full series.

## The model beside implanted silicon

The example is set in the regime of high-dose boron implants annealed while implantation damage still supplies excess interstitials. The activity of 100 and the boron density are rough typical values for this transient stage. The total, and even the $a=1$ monomer concentration of $8.0\times10^{19}\ \text{cm}^{-3}$, exceed the solid solubility of boron at 900 °C, roughly $7\times10^{19}\ \text{cm}^{-3}$, and the model has no precipitate phase. Its clustering at $a=1$, with 60 % of the boron and $5.4\times10^{19}$ interstitials per cm³ in clusters, follows from the chosen energies and is not the long-time equilibrium of real boron-doped silicon. The equal energy steps are a model choice; real boron clusters have energies that depend irregularly on composition. The largest correction sized here is the Fermi level. If clusters are neutral, forming one from $n$ negative acceptors consumes $n$ holes, and its concentration gains a factor $(p/p_{\rm ref})^n$. Let the constants hold at the hole density of the $a=1$ solution, $p_{\rm ref}=8.0\times10^{19}\ \text{cm}^{-3}$. With a rough intrinsic density $n_i=4\times10^{18}\ \text{cm}^{-3}$, the monomer concentration at $a=100$ becomes $2.8\times10^{19}\ \text{cm}^{-3}$, 2.7 times the fixed-level result, and the active share rises from 5 % to 14 %. The size and even the sign of this correction depend on the hole density at which the constants hold: a reference below $1.2\times10^{19}\ \text{cm}^{-3}$, the hole density of the fixed-level solution, would lower $C_1$ instead.

Uniqueness survives this feedback. Neutrality, $p-n_i^2/p=C_1$, gives on differentiation

$$\frac{d\ln p}{du}=\frac{C_1}{p+n_i^2/p}=\frac{C_1}{\sqrt{C_1^2+4n_i^2}},$$

which is positive and increasing. Each exponent $L_s$ is then increasing and convex, with $L_s'\ge1$. Therefore $G'=\langle L'\rangle\ge1$ and $G''=\langle L''\rangle+\mathrm{Var}(L')\ge0$. The monotone descent and the fourfold fall of $GG'$ carry over, with a bracket recomputed from the new terms. The slope can now approach $2n_{\max}$, so $n_{\max}$ in (2) is replaced by $2n_{\max}$, and the constant in (3) must be rederived.

Fixed activity also has a cost. The clusters hold $9.3\times10^{19}$ interstitials per cm³, 47 % of a supply of one per implanted ion, so a finite reservoir would be noticeably drained. Equilibrium takes time as well: with a rough boron diffusivity of $10^{-15}\ \text{cm}^2/\text{s}$ at $a=1$, enhanced in proportion to $a$, and a capture radius of 0.5 nm, a dimer releases a boron atom in about 7 s. This estimate leaves out the rise of boron diffusivity with hole density and the Fermi-level feedback above, both of which shorten the time here. It is a rough scale, not a limit on the anneal time. Over 7 s the trap-limited diffusion length $2\sqrt{D_{\rm eff}t}$, with $D_{\rm eff}=aD\,C_1/(C_T\langle n\rangle)$ and $D$ the diffusivity above, is 2 nm. With a diffusivity nearly proportional to $p/n_i$ it is about 4 nm, and about 7 nm when the Fermi-level feedback is included as well. Treating each depth separately requires that the diffusion length over the whole anneal stay well below the width of the profile. Two smaller corrections are neglected. Hole degeneracy, with a rough valence-band density of states $N_v=2\times10^{20}\ \text{cm}^{-3}$, raises the hole activity by up to about 15 % and moves the feedback result from $2.8\times10^{19}$ to about $3.0\times10^{19}\ \text{cm}^{-3}$; a smaller $N_v$ enlarges both shifts. Site occupation by the dopant is 0.4 %.

## Values computed for the example and the checks

```
sites 5.0e+22, total dopant 2.0e+20 cm^-3
temperature 1173.15 K, kT 0.10109 eV
energy per added dopant 0.55 eV, a = 100
largest size 60, ladder scale N exp(-E/kT) 2.1687e+20 cm^-3
bracket for C1: 1.9012e+18 to 1.4727e+19 cm^-3
Newton 0: C1 1.47265969e+19 cm^-3, G 1.34e+00, slope 5.3867
Newton 1: C1 1.14862218e+19 cm^-3, G 2.76e-01, slope 3.4989
Newton 2: C1 1.06164152e+19 cm^-3, G 1.26e-02, slope 3.1917
Newton 3: C1 1.05745245e+19 cm^-3, G 2.66e-05, slope 3.1782
Newton 4: C1 1.05744358e+19 cm^-3, G 1.19e-10, slope 3.1782
Newton 5: C1 1.05744358e+19 cm^-3, G -1.78e-15, slope 3.1782
monomer C1 1.05744e+19 cm^-3, share 5.287 %
C1 from quartic 1.05744e+19 cm^-3
size 1, interstitials 0: 1.0574e+19 cm^-3, dopant share 5.287 %
size 2, interstitials 1: 5.1560e+19 cm^-3, dopant share 51.560 %
size 3, interstitials 1: 2.5140e+18 cm^-3, dopant share 3.771 %
size 4, interstitials 2: 1.2258e+19 cm^-3, dopant share 24.516 %
size 5, interstitials 2: 5.9768e+17 cm^-3, dopant share 1.494 %
size 6, interstitials 3: 2.9142e+18 cm^-3, dopant share 8.743 %
dopant-weighted mean size 3.1782, variance 3.3812
d ln C1 / d ln a = -0.48228, by differences -0.48228
a 1: C1 7.9844e+19 cm^-3, share 39.92 %, mean size 2.165, steps 5
a 10: C1 3.1058e+19 cm^-3, share 15.53 %, mean size 2.837, steps 5
a 100: C1 1.0574e+19 cm^-3, share 5.29 %, mean size 3.178, steps 5
a 1000: C1 3.4270e+18 cm^-3, share 1.71 %, mean size 3.308, steps 5
steps from C1 = C_T: raw Newton 142, log Newton 7
random families 200: most steps 5, largest G*G' ratio 0.1276
guaranteed step limit for the example 24 (tol 1e-12)
bisections in the left-start test 4
surface ladder: surface/kT 3.0, capacity/C_sat 1.5284, load 5 capacities
cutoff 100: C1/C_sat 1.7494, share above half cutoff 36.69 %
cutoff 1000: C1/C_sat 1.3355, share above half cutoff 67.25 %
cutoff 10000: C1/C_sat 1.1478, share above half cutoff 75.04 %
half capacity: C1/C_sat 0.60515 at every cutoff
rough inputs: n_i 4e+18, N_v 2e+20 cm^-3
rough inputs: D 1e-15 cm^2/s, radius 0.5 nm
reference hole density 8.004e+19 cm^-3
C1 with Fermi feedback 2.838e+19 cm^-3, factor 2.68
hole activity correction: reference 14.1 %, example 2.1 %
interstitials in clusters 9.306e+19 cm^-3, 46.5 % of one per ion
site occupation by dopant 0.40 %
C1 for energy -0.05 / +0.05 eV: 1.465e+19 / 7.439e+18 cm^-3
C1 for -10 / +10 K: 1.024e+19 / 1.091e+19 cm^-3
capture time 1.51 s, dimer release time 7.34 s
trap-limited diffusion length in release time 2.21 nm
```
